# The T-Move Energy Bound in Diffusion Monte Carlo with Nonlocal Pseudopotentials, part 2

Diffusion Monte Carlo evolves $\partial_\tau\phi=-(H-E_T)\phi$, with walkers distributed as $\rho=\psi\phi$. Here $\psi$ is a real antisymmetric trial function, $E_T$ a constant, and $H=K+V_{\rm loc}+V$, with $K=-\tfrac12\sum_i\nabla_i^2$ and $V_{\rm loc}$ local. Algebra is in atomic units, numbers in eV and Å. For an atom at the origin, with $t=\Omega\cdot\Omega'$ and radial functions $v_l$,

$$(V\phi)(x)=\sum_i\int\frac{d\Omega'}{4\pi}\,a(r_i,t)\,\phi(\mathbf r_1,\dots,r_i\Omega',\dots,\mathbf r_N),\qquad a(r,t)=\sum_l(2l+1)\,v_l(r)\,P_l(t).\tag{2}$$

The kernel $V(x,x')$ is symmetric. Let $W=\psi(x)V(x,x')\psi(x')$ and $\tilde v(x',x)=\psi(x')V(x',x)/\psi(x)$. $V^+$ is $V$ where $W>0$ (violating pairs), $V^-=V-V^+$ (preserving pairs), and $W^\pm$, $\tilde v^\pm$ correspond.

The T-move scheme uses $H_{\rm eff}=K+V_{\rm loc}+v_{\rm sf}+V^-$, $v_{\rm sf}=(V^+\psi)/\psi$, on functions $\phi=\psi f$ vanishing at the nodes of $\psi$. Its ground state $\phi_{\rm eff}=\psi f_{\rm eff}$ has energy $E_{\rm eff}$ and the sign of $\psi$. The locality approximation uses $H_{\rm LA}=K+V_{\rm loc}+(V\psi)/\psi$, with lowest energy $E_{\rm LA}$. With $E_L=(H\psi)/\psi$, $\Delta=H_{\rm eff}-H$, $f'=f(x')$, $E_0$ the lowest antisymmetric energy of $H$ and $E_{\rm VMC}$ its mean in $\psi$, the results so far are

$$E_0\;\le\;\frac{\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle}{\langle\phi_{\rm eff}|\phi_{\rm eff}\rangle}\;\le\;E_{\rm eff}\;\le\;E_{\rm VMC},\tag{1}$$

$$H_{\rm eff}\psi=(K+V_{\rm loc})\psi+V^+\psi+V^-\psi=H\psi,\tag{6}$$

$$E_{\rm mix}=\frac{\int dx\,\psi\phi_{\rm eff}\,E_L}{\int dx\,\psi\phi_{\rm eff}}=\frac{\langle\phi_{\rm eff}|H_{\rm eff}|\psi\rangle}{\langle\phi_{\rm eff}|\psi\rangle}=E_{\rm eff}.\tag{7}$$

$$\langle\phi|\Delta|\phi\rangle=D^+[f]\equiv\tfrac12\iint dx\,dx'\,W^+(x,x')\,\big[f(x)-f(x')\big]^2\;\ge0.\tag{8}$$

For normalized $\phi_{\rm eff}$,

$$\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle=E_{\rm eff}-D^+[f_{\rm eff}].\tag{9}$$

The quadratic forms $Q$ of the Hamiltonians are

$$Q_{\rm LA}=A,\qquad Q_{\rm eff}=A+D^-,\qquad \langle\phi|H|\phi\rangle=A+D^--D^+.\tag{10}$$

Here $A[f]=\int dx\,\psi^2[\tfrac12|\nabla f|^2+E_Lf^2]$ and $D^-[f]=\tfrac12\iint|W^-|(f-f')^2$.

Now write $\psi=\phi_0+\epsilon\eta$, with $\phi_0$ the normalized ground state of $H$ and $\eta$ orthogonal to it. Because $(H-E_0)\phi_0=0$, the cross terms drop out and

$$0\le E_{\rm eff}-E_0\le E_{\rm VMC}-E_0=\frac{\epsilon^2\,\langle\eta|H-E_0|\eta\rangle}{1+\epsilon^2\langle\eta|\eta\rangle},$$

so the error is of second order or higher in the error of the trial function. For one random symmetric $8\times8$ matrix, with all off-diagonal elements split, halving the trial error reduced $E_{\rm eff}-E_0$ by the factor 3.998, and the test requires 4 within 0.1, so in that case the second-order coefficient is not zero. Exact nodes, in contrast, are not sufficient. With a local potential the fixed-node energy depends on $\psi$ only through the nodal surface. Here $v_{\rm sf}$ contains the ratios $\psi(x')/\psi(x)$, and if these differ from the ratios of $\phi_0$ on violating pairs, then $f=\phi_0/\psi$ has $D^+>0$, so $\phi_0$ cannot satisfy both conditions and, for a non-degenerate ground state, $E_{\rm eff}>E_0$.

For the locality approximation, inserting the normalized $\phi_{\rm eff}$ in $Q_{\rm LA}$ and the normalized ground state $\phi_{\rm LA}=\psi f_{\rm LA}$ of $H_{\rm LA}$ in $Q_{\rm eff}$, and using (10) each time, gives

$$D^-[f_{\rm eff}]\;\le\;E_{\rm eff}-E_{\rm LA}\;\le\;D^-[f_{\rm LA}].\tag{12}$$

Hence $E_{\rm LA}\le E_{\rm eff}$ always. No ordering with $E_0$ follows, since $H-H_{\rm LA}$ has the form $D^--D^+$, which has no definite sign. One limit decides the matter. If $\psi$ has no nodes and the kernel is nowhere positive, then $V^+=0$, $H_{\rm eff}=H$ and $E_{\rm eff}=E_0$ for any positive trial function, and (12) gives $E_{\rm LA}\le E_0-D^-[\phi_0/\psi]$, which is strictly below $E_0$ unless the ratio $\phi_0/\psi$ is equal across all connected pairs. In the opposite limit, $V^-=0$, there are no jumps and the two schemes coincide. In 300 random $8\times8$ problems, with a sign-preserving kinetic matrix, a random symmetric $V$ and a random trial vector, the program asserts the chain (1), the sign of $\phi_{\rm eff}$, the identity (8) and $E_{\rm LA}\le E_{\rm eff}$ in every draw, and it finds $E_{\rm LA}<E_0$ in 194 of them.

The expectation value (9) is a tighter bound than $E_{\rm eff}$, and it can be approached without leaving sign-preserving Hamiltonians. Define

$$H^\gamma=H_{\rm eff}+\gamma\Delta=K+V_{\rm loc}+(1+\gamma)\,v_{\rm sf}+V^--\gamma V^+,$$

with lowest energy $E(\gamma)$ on the functions that vanish at the nodes. For $\gamma\ge0$ the formerly violating elements have their sign reversed and act as additional jump rates, and $H^\gamma\psi=H\psi$ still holds because $\Delta\psi=0$, so $E(\gamma)$ is a mixed estimate like (7). At $\gamma=-1$ the operator is $H$ restricted to functions that vanish at the nodes, which for a nodeless $\psi$ is $H$ itself. For each fixed $\phi$ the Rayleigh quotient is a linear function of $\gamma$, and $E(\gamma)$ is the lowest of these lines at each $\gamma$, so it is concave: at a point between $\gamma_1$ and $\gamma_2$ the minimizing line lies above $E$ at both ends, and therefore $E$ at that point lies above the chord. For a non-degenerate ground state first-order perturbation theory gives $E'(0)=\langle\phi_{\rm eff}|\Delta|\phi_{\rm eff}\rangle=D^+[f_{\rm eff}]$, so that (9) becomes

$$\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle=E(0)-E'(0).\tag{13}$$

A finite difference errs on the safe side. Using $\phi_{\rm eff}$ as a trial function for $H^\gamma$ gives $E(\gamma)\le E(0)+\gamma D^+[f_{\rm eff}]$, and $\Delta\ge0$ gives $E(\gamma)\ge E(0)$ for $\gamma>0$, so

$$E_0\le\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle\le E(0)-\frac{E(\gamma)-E(0)}{\gamma}\le E_{\rm eff}\qquad(\gamma>0).\tag{14}$$

The sorting into violating and preserving elements can be done on the full kernel or on pieces of it. Suppose $V=V_1+V_2$ with both pieces symmetric, and each is split on its own, giving $H_{\rm sep}$. The derivation of (8) applies to each piece, so $H_{\rm sep}-H$ has the form (8) with $W_1^++W_2^+$ in place of $W^+=(W_1+W_2)^+$. For real numbers $\max(p,0)+\max(q,0)\ge\max(p+q,0)$, so the difference of the weights is non-negative, $H_{\rm sep}-H_{\rm eff}\ge0$, and the separate split yields a valid bound that is no lower than the joint one. This is also asserted in the random draws. For semilocal potentials the distinction matters between angular channels of one atom, which share the same sphere, so the channels are best summed into $a(r,t)$ before the sign is examined. Between different atoms it does not matter in the continuum, because the two spheres through the position of an electron meet at most in a circle, which has no weight in the angular integrals.

The algorithm follows from splitting the short-time propagator. With $H_{\rm loc}=K+V_{\rm loc}+v_{\rm sf}$, both sides of

$$e^{-\tau(H_{\rm eff}-E_T)}=(1-\tau V^-)\,e^{-\tau(H_{\rm loc}-E_T)}+O(\tau^2)$$

expand to $1-\tau(H_{\rm loc}+V^--E_T)$ at first order. Each factor is transformed to act on $\rho=\psi\phi$. For the local factor let $\mathbf u=\nabla\psi/\psi$. Differentiating twice,

$$\psi\nabla^2(\rho/\psi)=\nabla^2\rho-2\mathbf u\cdot\nabla\rho-\rho\,\frac{\nabla^2\psi}{\psi}+2\rho|\mathbf u|^2,\qquad \nabla\cdot(\rho\mathbf u)=\mathbf u\cdot\nabla\rho+\rho\,\frac{\nabla^2\psi}{\psi}-\rho|\mathbf u|^2,$$

so that $\psi\nabla^2(\rho/\psi)=\nabla^2\rho-2\nabla\cdot(\rho\mathbf u)+\rho\nabla^2\psi/\psi$, and the local evolution is

$$\partial_\tau\rho=\tfrac12\nabla^2\rho-\nabla\cdot(\rho\mathbf u)-\big(E_L^{\rm loc}-E_T\big)\rho,\qquad E_L^{\rm loc}=\frac{H_{\rm loc}\psi}{\psi}.$$

The first two terms conserve $\int\rho$ and describe diffusion with drift $\mathbf u$. Near a node the drift is $1/\delta$ directed away from it, which keeps the continuous motion inside a pocket and realizes the boundary condition. The last term multiplies the weight of a walker by $e^{-\tau(E_L^{\rm loc}-E_T)}$. Define the total jump rate

$$R(x)=\int dx'\,|\tilde v^-(x',x)|=-\frac{(V^-\psi)(x)}{\psi(x)}\ \ge0 .$$

By (6), $E_L=E_L^{\rm loc}-R$. The nonlocal factor becomes the non-negative kernel $\delta(x'-x)+\tau|\tilde v^-(x',x)|$, whose integral over the destination $x'$ is $1+\tau R(x)$. Dividing by this norm gives a transition probability,

$$T(x',x)=\frac{\delta(x'-x)+\tau\,|\tilde v^-(x',x)|}{1+\tau R(x)},\tag{15}$$

by which the walker stays with probability $1/(1+\tau R)$ and otherwise jumps to an $x'$ drawn in proportion to $|\tilde v^-(x',x)|$. This is the T-move. The norm joins the weight, and since $1+\tau R=e^{\tau R}\,[1+O(\tau^2R^2)]$,

$$e^{-\tau(E_L+R-E_T)}\,(1+\tau R)=e^{-\tau(E_L-E_T)}\,\big[1+O(\tau^2R^2)\big].\tag{16}$$

One step is therefore a drift-diffusion move, a weight computed from the full local energy exactly as in the locality approximation, and the jump (15). The jump is the only difference between the two algorithms, in agreement with (10), where the forms differ by $D^-$ alone. When $E_L$ and $R$ are bounded, as on a lattice, the repeated step projects on $\psi\phi_{\rm eff}$ as $\tau\to0$ and (7) applies. At finite $\tau$ the estimate then differs from $E_{\rm eff}$ at order $\tau$, and the argument above fixes no sign for that error. At an inexact node in the continuum $E_L$ goes to $-\infty$ like $1/\delta$ on one side, so the weight $e^{-\tau(E_L-E_T)}$ is unbounded there and $E_L$ has to be cut off, with a cutoff that is removed as $\tau\to0$. The order of the error in that case is not established by this expansion. A finite population adds its own bias through the reweighting.

The expansion parameter in (15) and (16) is $\tau R$, and $R$ is a sum over electrons. In (15) at most one electron jumps per step, so the jump probability per electron is below $1/N$, whereas $H_{\rm eff}$ requires about $\tau R/N$, which does not decrease with system size. At fixed $\tau$ and growing $N$ the jumps per electron die out and the step tends to that of the locality approximation. Writing $V^-=\sum_iV_i^-$ and using $1-\tau V^-=\prod_i(1-\tau V_i^-)+O(\tau^2)$, a separate move (15) can be offered to each electron in turn with its own rate $R_i$. This has the same $\tau\to0$ limit and keeps the jump probability per electron independent of $N$.

The angular integral in (2) is evaluated in practice by a quadrature rule with directions $\Omega_k$ and weights $w_k$ that add to one, and the sign is examined point by point. With the directions fixed in the laboratory frame, an electron at $\Omega$ is connected to $\Omega_k$ but an electron at $\Omega_k$ is not connected to $\Omega$. The kernel is then not symmetric, the renaming of variables that led to (8) is unavailable, and no bound is proved. Let the rule instead be rotated by a rotation $\mathcal R$ drawn afresh at each step from the uniform distribution. Each rotated direction $\mathcal R\Omega_k$ is then uniform on the sphere, so for any function $h$

$$\overline{\sum_kw_k\,h(\mathcal R\Omega_k)}=\sum_kw_k\int\frac{d\Omega'}{4\pi}\,h(\Omega')=\int\frac{d\Omega'}{4\pi}\,h(\Omega').\tag{17}$$

For positive weights the positive part of $w_k\tilde v$ is $w_k$ times the positive part of $\tilde v$. Choosing $h$ as the positive part of the integrand shows that the mean of the discrete $v_{\rm sf}$ is the continuum $v_{\rm sf}$, although that integrand has a kink that no polynomial rule integrates exactly. Choosing $h$ as the negative part times an arbitrary function of the destination shows that the mean jump kernel is the continuum $|\tilde v^-|$. The step is linear in these quantities at first order in $\tau$, so the averaged step is that of the symmetric $H_{\rm eff}$. The scatter enters at the next order. A potential with mean $\bar v$ and variance $s^2$ gives the mean weight $e^{-\tau\bar v+\tau^2s^2/2+\dots}$, an effective lowering of the potential by $\tau s^2/2$ that vanishes with the time step. If some weights are negative, with the positive ones adding to $w_+$ and the negative ones to $-w_-$, the averaged scheme is the separate split of $V=w_+V+(-w_-V)$, so the bound survives and is no lower than before.

A one-electron model with round parameters allows every member of (1) to be computed by diagonalization. The electron moves in the harmonic well $V_{\rm loc}=\tfrac12k|\mathbf r-\mathbf d|^2$ with $\hbar\omega=5$ eV, centred at $d=0.8$ Å on the $z$ axis, and a semilocal centre at the origin has $v_0=A_0g(r)$ and $v_1=A_1g(r)$ with $A_0=6$ eV, $A_1=-4$ eV, $g=e^{-r^2/\sigma^2}$ and $\sigma=1.2$ Å. The displacement is essential. In a spherical problem with a spherical trial function, $f$ would be constant on each sphere and $D^\pm$ would vanish. With $\hbar^2/m=7.620$ eV Å$^2$, the oscillator length is $\ell=(7.620/5)^{1/2}=1.2345$ Å and $k=\hbar\omega/\ell^2=3.281$ eV/Å$^2$. The trial function is the ground state of the bare well,

$$\psi=e^{-|\mathbf r-\mathbf d|^2/2\ell^2}=e^{-(r^2+d^2)/2\ell^2}\,e^{\beta r\mu},\qquad\beta=\frac{d}{\ell^2}=\frac{0.8}{1.2345^2}=0.5249\ \text{Å}^{-1},$$

with $\mu$ the cosine of the polar angle. The radial prefactor is the same at both ends of every pair and cancels from $\tilde v$, so in this one-electron model $H_{\rm eff}$ depends only on $\beta$. As $\psi>0$, the sign of $W$ is that of $a(r,t)=g(r)\,\alpha(t)$ with $\alpha(t)=A_0+3A_1t=(6-12t)$ eV. Moves through an angle with $t<t_0=-A_0/3A_1=0.5$, more than $60^\circ$, are violating, and the shorter ones are jumps. The parts $\alpha^+=\max(\alpha,0)$ and $\alpha^-=\min(\alpha,0)$ depend on $t$ alone. Expanding $\alpha^\pm(t)=\sum_L(2L+1)C_L^\pm P_L(t)$ and recalling that $(2L+1)P_L/4\pi$ is the projector on angular momentum $L$, one finds that $V^\pm$ multiplies the $L$ component by $g(r)C_L^\pm$, where the orthogonality $\int_{-1}^1P_LP_{L'}dt=2\delta_{LL'}/(2L+1)$ gives

$$C_L^\pm=\tfrac12\int_{-1}^1\alpha^\pm(t)P_L(t)\,dt .$$

The first two follow by hand, in eV:

$$C_0^+=\tfrac12\big[6t-6t^2\big]_{-1}^{1/2}=\tfrac12(1.5+12)=6.75,\qquad C_1^+=\tfrac12\big[3t^2-4t^3\big]_{-1}^{1/2}=\tfrac12(0.25-7)=-3.375 .$$

Since $C_L^++C_L^-$ must equal $A_0$, $A_1$, $0,\dots$, this gives $C_0^-=-0.75$ eV and $C_1^-=-0.625$ eV, and the program adds $C_2^\pm=\pm0.4219$ eV and $C_3^\pm=\pm0.2109$ eV. The split parts act in all angular channels although their sum acts in two. The angular factor of $\psi$ has the Legendre expansion $e^{z\mu}=\sum_L(2L+1)\,i_L(z)P_L(\mu)$ with $i_L(z)=\tfrac12\int_{-1}^1e^{zt}P_L(t)dt$, the modified spherical Bessel functions. Applying $V^\pm$ term by term and dividing by $\psi$,

$$v_{\rm sf}(r,\mu)=g(r)\,e^{-\beta r\mu}\sum_L(2L+1)\,C_L^+\,i_L(\beta r)P_L(\mu),\tag{18}$$

and $-R$ is the same series with $C_L^-$. At $r=1$ Å and $\mu=0.5$, where $g=0.4994$, this gives $v_{\rm sf}=2.3613$ eV and $R=0.3640$ eV, so the localized potential of the locality approximation is $2.3613-0.3640=1.9973$ eV. The series is tested against a direct integration of the kernel over the sphere. The six-point octahedral rule, randomly rotated and split point by point, averages to $2.3614\pm0.0004$ eV, in agreement with (17), and a single rotation scatters by 0.0850 eV. This is the scatter of $v_{\rm sf}$ alone, and it comes mostly from the kink of the positive part. The weight in (16) contains $v_{\rm sf}-R$, whose integrand has no kink, so at this point, with one rotation for both terms, their scatters largely cancel, and the variance $s^2$ that enters the shift $-\tau s^2/2$ is far smaller than $0.0850^2$ eV$^2$. The cancellation is not general. At larger $\beta r$ the smooth factor $e^{\beta r\mu'}$ is itself poorly integrated by six points, and the scatter of $v_{\rm sf}-R$ can be as large as that of $v_{\rm sf}$.

This part has compared T-moves with the locality approximation, derived tighter bounds and the sampling algorithm, and set up a one-electron model with its sign-flip potential. What remains is to compute the energies of that model, examine the behaviour near a node, and test the fermionic case and the algorithm on a lattice.
